\section*{Low-Frequency Capacitance of Thick Intrinsic Silicon in a MOS Structure}

\section{What dimensions and symmetry fix}

Consider a silicon layer under a gate oxide. It is undoped, in thermal equilibrium, and thick enough to contain a neutral bulk. Its permittivity is $\varepsilon_s$, its intrinsic carrier density is $n_i$, and $V_t=kT/q$ is the thermal voltage, with $q>0$ the elementary charge. Let $\psi$ be the potential measured from the neutral bulk and $\psi_s$ its value at the silicon surface, and define
\begin{equation}
u=\psi/V_t,\qquad u_s=\psi_s/V_t .
\end{equation}

The electrostatic problem contains three dimensional parameters: $\varepsilon_s$ in C/(V\,cm), the charge density $qn_i$ in C/cm$^3$, and $V_t$ in V. Up to a number, they form one length, $\sqrt{\varepsilon_sV_t/(qn_i)}$. A capacitance per area is a permittivity divided by a length, so
\begin{equation}
C_s=\frac{\varepsilon_s}{L_i}\,f(u_s),\qquad L_i\propto\sqrt{\frac{\varepsilon_sV_t}{qn_i}} .
\label{eq:form}
\end{equation}

Symmetry restricts $f$. In intrinsic material the bulk densities of electrons and holes are equal. Reversing the sign of $\psi$ exchanges the two carriers and reverses the charge. The silicon charge per area $Q_s$ is therefore odd in $u_s$, and its derivative $C_s$ is even. A smooth even function is stationary at $u_s=0$, the flat-band condition. Symmetry does not say whether that point is a minimum, nor does it give $f$. Both follow from Poisson's equation:
\begin{equation}
\boxed{C_s=\frac{\varepsilon_s}{L_i}\cosh\frac{u_s}{2},\qquad
L_i=\sqrt{\frac{\varepsilon_sV_t}{2qn_i}}}
\label{eq:main}
\end{equation}

\section{From carrier densities to the field}

With Boltzmann statistics and a constant Fermi level, a positive potential attracts electrons and repels holes:
\begin{equation}
n=n_ie^{u},\qquad p=n_ie^{-u}.
\end{equation}
There is no dopant charge, so the charge density is
\begin{equation}
\rho=q(p-n)=-2qn_i\sinh u .
\end{equation}
Let $x$ increase from the surface into the silicon. Poisson's equation, $\psi''=-\rho/\varepsilon_s$, becomes after division by $V_t$
\begin{equation}
u''=\frac{2qn_i}{\varepsilon_sV_t}\sinh u=\frac{\sinh u}{L_i^2}.
\label{eq:poisson}
\end{equation}
This fixes the number left open in \eqref{eq:form}. The factor 2 in $L_i$ appears because both carriers screen.

Multiply \eqref{eq:poisson} by $u'$. The left side is the derivative of $(u')^2/2$ and the right side that of $\cosh u/L_i^2$. Integrate from the neutral bulk, where $u=u'=0$, to a general point:
\begin{equation}
\frac{(u')^2}{2}=\frac{\cosh u-1}{L_i^2}.
\end{equation}
Since $\cosh u-1=2\sinh^2(u/2)$,
\begin{equation}
(u')^2=\frac{4}{L_i^2}\sinh^2\frac u2 .
\label{eq:first}
\end{equation}

The root needs a sign. By \eqref{eq:first}, $u'$ vanishes only where $u$ does. If $u$ vanished at a finite depth, $u'$ would vanish there too, and the solution of \eqref{eq:poisson} with those values is zero everywhere. For $u_s\neq0$, then, neither $u$ nor $u'$ changes sign. Because $u$ tends to zero in the bulk, its magnitude must fall with depth:
\begin{equation}
u'=-\frac{2}{L_i}\sinh\frac u2 .
\label{eq:slope}
\end{equation}
This holds for both signs of $u_s$, since the hyperbolic sine carries the sign.

Equation \eqref{eq:slope} also shows how deep the disturbance reaches. The derivative of $\ln\tanh(u/4)$ with respect to $u$ is $1/[4\sinh(u/4)\cosh(u/4)]=1/[2\sinh(u/2)]$. Separating variables for $u_s>0$ gives
\begin{equation}
\tanh\frac{u}{4}=\tanh\frac{u_s}{4}\;e^{-x/L_i},
\end{equation}
and oddness extends this to $u_s<0$. The prefactor is below one in magnitude, so the potential is small a few $L_i$ below the surface however large $u_s$ is. ``Thick'' therefore means a thickness $W\gg L_i$.

\section{Charge and capacitance}

The field along $+x$ is $E=-\psi'=-V_tu'$. At the surface,
\begin{equation}
E_s=\frac{2V_t}{L_i}\sinh\frac{u_s}{2}.
\end{equation}
Apply Gauss's law to a box from just inside the surface to the field-free bulk. The outward flux is $-\varepsilon_sE_s$, so
\begin{equation}
Q_s=-\varepsilon_sE_s=-\frac{2\varepsilon_sV_t}{L_i}\sinh\frac{u_s}{2}.
\label{eq:charge}
\end{equation}
A positive surface potential gives negative charge, as an excess of electrons should.

At low frequency both carrier densities follow the signal through equilibrium states, and the capacitance is the derivative of the equilibrium charge. With $d\psi_s=V_t\,du_s$,
\begin{equation}
C_s=-\frac{dQ_s}{d\psi_s}
=\frac1{V_t}\,\frac{2\varepsilon_sV_t}{L_i}\,\frac12\cosh\frac{u_s}{2}
=\frac{\varepsilon_s}{L_i}\cosh\frac{u_s}{2},
\end{equation}
which is \eqref{eq:main}.

A second route gives the same result. Multiplying Poisson's equation, $\varepsilon_s\,dE/dx=\rho$, by $dx=-d\psi/E$ gives $\varepsilon_s\,dE=-\rho\,d\psi/E$. At the surface, $C_s=\varepsilon_s\,dE_s/d\psi_s=-\rho_s/E_s$, or
\begin{equation}
C_s=\frac{2qn_i\sinh u_s}{(2V_t/L_i)\sinh(u_s/2)}
=\frac{2qn_iL_i}{V_t}\cosh\frac{u_s}{2}.
\end{equation}
Since $2qn_i/V_t=\varepsilon_s/L_i^2$, the two agree. The quotient is $0/0$ at flat band, so code should use \eqref{eq:main}.

\section{The minimum and the two limits}

The derivative
\begin{equation}
\frac{dC_s}{du_s}=\frac{\varepsilon_s}{2L_i}\sinh\frac{u_s}{2}
\end{equation}
is negative for $u_s<0$ and positive for $u_s>0$. Flat band is therefore the single minimum, with value
\begin{equation}
C_{\min}=\frac{\varepsilon_s}{L_i}=\sqrt{\frac{2q\varepsilon_sn_i}{V_t}} .
\label{eq:cmin}
\end{equation}
Physically, intrinsic silicon has no fixed dopant charge that could be uncovered to form a depletion layer. The mobile density $n+p=2n_i\cosh u$ is lowest at $u=0$, and either sign of potential adds carriers that screen more strongly.

For small $|u_s|$ the capacitance is nearly parabolic,
\begin{equation}
C_s\simeq C_{\min}\left(1+\frac{u_s^2}{8}\right),
\end{equation}
and it doubles at $|u_s|=2\,\mathrm{arcosh}\,2=2.634$. For large $|u_s|$ one exponential dominates:
\begin{equation}
C_s\simeq\frac{C_{\min}}{2}\,e^{|u_s|/2},
\end{equation}
with a relative error of order $e^{-|u_s|}$. For positive $u_s$ this equals $\sqrt{q\varepsilon_sn_s/(2V_t)}$, where $n_s=n_ie^{u_s}$ is the surface electron density.

\section{Capacitance seen at the gate}

Take a metal gate, so that no voltage drops inside the gate itself. Let $C_{ox}$ be the oxide capacitance per area and $V_{FB}$ the flat-band voltage, which absorbs the work-function difference and fixed oxide charge. The gate charge balancing the silicon is $Q_G=-Q_s$, and the oxide drops $Q_G/C_{ox}$:
\begin{equation}
V_G-V_{FB}=\psi_s-\frac{Q_s}{C_{ox}}
=V_t\left(u_s+\frac{2C_{\min}}{C_{ox}}\sinh\frac{u_s}{2}\right).
\label{eq:gate}
\end{equation}
Differentiating with respect to $Q_G$, and using $d\psi_s/dQ_G=1/C_s$,
\begin{equation}
\frac1{C_{LF}}=\frac{dV_G}{dQ_G}=\frac1{C_{ox}}+\frac1{C_s}.
\label{eq:series}
\end{equation}
$C_{LF}$ rises with $C_s$ at fixed $C_{ox}$, so its minimum is also at flat band.

To compute a curve, step through $u_s$ and evaluate \eqref{eq:main}, \eqref{eq:gate} and \eqref{eq:series}; no root has to be found. If $V_G$ is given instead, the right side of \eqref{eq:gate} increases steadily with $u_s$, so the root is unique. It lies between $0$ and $(V_G-V_{FB})/V_t$, because both terms have the same sign.

\section{Three departures from the ideal case}

\subsection{Finite thickness}

Take a film of thickness $W$ with zero field at its back, kept at the same Fermi level by a contact that supplies carriers. Near flat band $\sinh u\simeq u$, and the solution of $u''=u/L_i^2$ with $u'(W)=0$ is
\begin{equation}
u=u_s\frac{\cosh[(W-x)/L_i]}{\cosh(W/L_i)} .
\end{equation}
Its surface field is $-V_tu'(0)=(V_tu_s/L_i)\tanh(W/L_i)$, so the flat-band capacitance is
\begin{equation}
C_s(0)=\frac{\varepsilon_s}{L_i}\tanh\frac{W}{L_i}.
\end{equation}
For $W\gg L_i$ the relative deficit is about $2e^{-2W/L_i}$. For $W\ll L_i$ the capacitance tends to $\varepsilon_sW/L_i^2=2qn_iW/V_t$, which is proportional to the carriers in the film. At $W=1.5L_i$ the factor is 0.905.

\subsection{Residual doping}

Let the silicon contain ionized acceptors of net density $N$. The bulk densities obey $p_0-n_0=N$ and $p_0n_0=n_i^2$, so
\begin{equation}
S\equiv p_0+n_0=\sqrt{N^2+4n_i^2}=2n_i\sqrt{1+d^2},\qquad d=\frac{N}{2n_i}.
\end{equation}
Expanding $\rho=q(p_0e^{-u}-n_0e^{u}-N)$ to third order, Poisson's equation is
\begin{equation}
u''=\frac{q}{\varepsilon_sV_t}\left(Su-\frac{N}{2}u^2+\frac S6u^3\right).
\end{equation}
Multiplying by $2u'$ and integrating from the bulk gives
\begin{equation}
(u')^2=\frac{q}{\varepsilon_sV_t}\left(Su^2-\frac N3u^3+\frac S{12}u^4\right).
\end{equation}
The leading term gives the flat-band capacitance for any $d$:
\begin{equation}
C_s(0)=\frac{\varepsilon_s}{L_i}(1+d^2)^{1/4}.
\label{eq:fbdoped}
\end{equation}
For $d\ll1$, set $S\simeq2n_i$ and expand the square root:
\begin{equation}
-u'\simeq\frac1{L_i}\left(u-\frac d6u^2+\frac{u^3}{24}\right).
\end{equation}
Since $C_s=\varepsilon_s\,d(-u')/du$ at the surface,
\begin{equation}
C_s\simeq\frac{\varepsilon_s}{L_i}\left(1-\frac d3u_s+\frac{u_s^2}{8}\right).
\end{equation}
Setting the derivative to zero places the minimum at $u_s=4d/3$. For acceptors this is positive, the direction that removes holes; for donors the sign reverses. The minimum at flat band thus belongs to the intrinsic case, and weak doping displaces it by an amount of first order in $N/n_i$.

\subsection{Interface traps}

Trap charge is not part of $Q_s$. Suppose the trap density $D_{it}$, per area and per eV, is uniform in energy. Raising $\psi_s$ by $d\psi_s$ lowers the trap levels relative to the Fermi level and fills $D_{it}\,d\psi_s$ more of them, with $d\psi_s$ in volts. If the traps follow the signal, the added charge $-qD_{it}\,d\psi_s$ gives a capacitance
\begin{equation}
C_{it}=qD_{it}
\end{equation}
in parallel with $C_s$. Being constant, it raises the curve without moving its minimum in $\psi_s$. The trap charge also drops voltage across the oxide: it adds $C_{it}\psi_s/C_{ox}$ to the right side of \eqref{eq:gate}, with the trap charge at flat band absorbed in $V_{FB}$, and so stretches the curve along $V_G$. If $C_{it}$ varies slowly with $u_s$, the condition $C_{\min}u_s/4+dC_{it}/du_s=0$ puts the minimum near $u_s=-4(dC_{it}/du_s)/C_{\min}$.

To extract traps from a measured curve, invert the series formula:
\begin{equation}
C_s+C_{it}=\frac{C_{ox}C_{LF}}{C_{ox}-C_{LF}} .
\label{eq:extract}
\end{equation}
At fixed $C_{ox}$, a small relative error in $C_{LF}$ is multiplied by $C_{ox}/(C_{ox}-C_{LF})$, so the extraction is best conditioned near the minimum. This factor applies to the sum $C_s+C_{it}$. The relative error of $C_{it}$ itself is larger by a further factor $(C_s+C_{it})/C_{it}$, which brings the total to about 15 at flat band for the values used below.

\section{Worked example: a hot high-resistivity wafer}

Take float-zone silicon at 450~K with a 10~nm oxide and a 500~$\mu$m wafer. The rough input $n_i=5\times10^{13}$~cm$^{-3}$ is treated as given. With $V_t=38.78$~mV and $\varepsilon_s=1.036\times10^{-12}$~F/cm,
\begin{equation}
L_i=\sqrt{\frac{(1.036\times10^{-12})(0.03878)}{2(1.602\times10^{-19})(5\times10^{13})}}\ \text{cm}
=5.01\times10^{-5}\ \text{cm},
\end{equation}
or 501~nm. The wafer is about 1000 of these lengths thick. The minimum is
\begin{equation}
C_{\min}=\frac{1.036\times10^{-12}}{5.01\times10^{-5}}\ \text{F/cm}^2
=20.7\ \text{nF/cm}^2=0.0207\ \mu\text{F/cm}^2 .
\end{equation}

At $u_s=4$, $\cosh2=3.762$ gives $C_s=77.8$~nF/cm$^2$. With $\sinh2=3.627$ the charge magnitude is $2(20.69)(0.03878)(3.627)=5.82$~nC/cm$^2$. Across $C_{ox}=345.3$~nF/cm$^2$ this drops 0.0169~V, so $V_G-V_{FB}=0.1551+0.0169=0.172$~V. The series formula gives $C_{LF}=(345.3)(77.8)/(345.3+77.8)=63.5$~nF/cm$^2$. Other points are:

\begin{center}
\begin{tabular}{rrrrr}
$u_s$ & $\psi_s$ (mV) & $C_s$ & $V_G-V_{FB}$ (V) & $C_{LF}$\\
0 & 0 & 20.7 & 0 & 19.5\\
2 & 77.6 & 31.9 & 0.083 & 29.2\\
4 & 155.1 & 77.8 & 0.172 & 63.5\\
8 & 310.2 & 565.0 & 0.437 & 214.3
\end{tabular}
\end{center}
Capacitances are in nF/cm$^2$. Negative $u_s$ gives the same capacitances with both voltages reversed. A grid solution of Poisson's equation at these potentials and their negatives, with the summed charge differentiated numerically, agrees with \eqref{eq:main} within a relative $6.4\times10^{-7}$. This confirms the mathematics of the model; it says nothing about the accuracy of the inputs. The numerical output lists the values in full.

The extra digits serve to check an implementation. By \eqref{eq:cmin}, $C_{\min}$ varies as $\sqrt{n_i}$ at fixed temperature, so a 10\% error in $n_i$ shifts it by about 5\%.

\section{Comparison with real silicon}

The first assumption to check is that the silicon is intrinsic. A rough residual acceptor density of $10^{12}$~cm$^{-3}$ suits high-resistivity float-zone material. At 450~K it gives $d=0.01$: the minimum moves by 0.52~mV in $\psi_s$, and $C_s$ changes by at most 0.52\% at the tabulated potentials and their negatives. At 300~K, with the same doping and a rough $n_i=10^{10}$~cm$^{-3}$, doping exceeds $n_i$ by a factor of 100. Equation \eqref{eq:fbdoped} then gives a flat-band capacitance 7.07 times the ideal intrinsic value of 0.358~nF/cm$^2$, and the hyperbolic-cosine law does not describe the wafer. A more ordinary doping of roughly $10^{15}$~cm$^{-3}$ spoils the law even at 450~K: there $d=10$, and the flat-band value is 3.2 times $C_{\min}$.

Near flat band, interface traps can matter more in the 450~K example than the residual doping of $10^{12}$~cm$^{-3}$. A rough $D_{it}=10^{10}$~cm$^{-2}$eV$^{-1}$, typical of a good interface, gives $C_{it}=1.6$~nF/cm$^2$, or 7.7\% of $C_{\min}$. At flat band $C_{LF}$ rises from 19.5 to 20.9~nF/cm$^2$. If $n_i$ is uncertain by 10\%, the resulting 5\% uncertainty in $C_{\min}$ is comparable with this trap signal, so $n_i$ must be known well if such a $D_{it}$ is to be found by subtracting a calculated $C_s$ from \eqref{eq:extract} at flat band alone. The two contributions differ in shape over a whole curve: $C_s$ varies with $u_s$, while the capacitance of uniform traps does not. How well a measured curve separates them depends on its noise and on how well $C_{ox}$ and $V_{FB}$ are known, and is not worked out here.

Three further effects were sized at $u_s=8$. The surface electron density is $1.5\times10^{17}$~cm$^{-3}$, and Boltzmann statistics overstate it by about 0.1\% for a rough conduction-band density of states of $5\times10^{19}$~cm$^{-3}$. The oxide field is 0.127~MV/cm, about 1\% of a rough breakdown field of 10~MV/cm. Quantum confinement is less clearly negligible. In the surface field of 0.042~MV/cm, the lowest electron level of a triangular well lies 21~meV above its bottom, or $0.55\,kT$, for a (100) surface with a rough mass of 0.92 free-electron masses normal to it. That level understates the effect: about two thirds of the electrons occupy the four valleys with a rough normal mass of 0.19, whose level lies near 36~meV, or $0.9\,kT$. The wave functions vanish at the oxide, which leaves a layer of roughly 1.6~nm almost free of carriers, to be compared with $\varepsilon_s/C_s=18$~nm at $u_s=8$ and 501~nm at flat band. In an effective-mass model with a hard wall and rough masses (0.29 for holes), this lowers $C_s$ at fixed $\psi_s$ by about 0.3\% at flat band, 2\% at $|u_s|=4$ and 14\% at $|u_s|=8$, where $C_{LF}$ falls by about 6\%. At these potentials confinement outweighs the residual doping, and the table should be read as the classical result.

The low-frequency condition also needs attention. For a 1~Hz signal and a rough carrier lifetime of 1~ms, the angular frequency times the lifetime is 0.006, so generation alone is fast enough. With an ohmic back contact the lifetime is not the controlling time, because both carriers are supplied by transport through the wafer. Rough mobilities of 550 and 190~cm$^2$/(V\,s) give a wafer resistance near 8~$\Omega$\,cm$^2$, a charging time with $C_{ox}$ near 3~$\mu$s, and an ambipolar diffusion time across the wafer near 0.2~ms. All are short against the signal period, which supports the equilibrium assumption at 1~Hz as an estimate of scale. If a carrier that contributes appreciably to the screening cannot follow the signal, the derivative of the equilibrium charge is no longer the measured capacitance, and \eqref{eq:main} should not be used.

\section*{Computed values}
\begin{verbatim}
Temperature: 450 K
Thermal voltage: 38.78 mV
Intrinsic density (rough input): 5.0e+13 cm^-3
Relative permittivities, Si and oxide: 11.7, 3.9
Silicon permittivity: 1.0359e-12 F/cm
Oxide thickness: 10 nm
Wafer thickness: 500 um
Intrinsic screening length L_i: 500.7 nm
Wafer thickness / L_i: 999
Minimum C_s at flat band: 20.689 nF/cm2
Minimum C_s, converted: 0.02069 uF/cm2
Oxide capacitance: 345.31 nF/cm2
Columns: u_s | psi_s (mV) | C_s formula | C_s grid | V_G-V_FB (V) | C_LF; C in nF/cm2
 -8.0 |  -310.22 |   564.967 |   564.968 |  -0.4370 |  214.319
 -4.0 |  -155.11 |    77.834 |    77.834 |  -0.1720 |   63.517
 -2.0 |   -77.56 |    31.924 |    31.924 |  -0.0830 |   29.222
  0.0 |     0.00 |    20.689 |    20.689 |   0.0000 |   19.519
  2.0 |    77.56 |    31.924 |    31.924 |   0.0830 |   29.222
  4.0 |   155.11 |    77.834 |    77.834 |   0.1720 |   63.517
  8.0 |   310.22 |   564.967 |   564.968 |   0.4370 |  214.319
Largest relative gap, formula to grid: 6.4e-07
C_s doubles at u_s = 2.6339, psi_s = 102.1 mV
Grid ratio C_s/C_min at that potential: 2.00000
Flat-band C ratio, film of 1.5 L_i, grid: 0.90515
Flat-band C ratio, film of 1.5 L_i, tanh: 0.90515
Residual acceptor doping (rough input): 1.0e+12 cm^-3
Doping / (2 n_i) at 450 K: 0.0100
Shift of the minimum by doping, grid: u_s = 0.01333
Shift of the minimum by doping, 4d/3: u_s = 0.01333
Shift of the minimum by doping: 0.517 mV
Largest change of C_s by doping in table: 0.52 %
300 K: intrinsic density (rough input): 1.0e+10 cm^-3
300 K: L_i of ideal intrinsic silicon: 28.9 um
300 K: ideal minimum C_s: 0.3583 nF/cm2
300 K: doping / n_i: 100
300 K: real flat-band C_s / ideal intrinsic: 7.072
Surface field at u_s = 8: 0.0423 MV/cm
Oxide field at u_s = 8: 0.1268 MV/cm
Oxide field / rough breakdown field: 0.0127
Surface electron density at u_s = 8: 1.490e+17 cm^-3
Conduction-band density N_c (rough input): 5.0e+19 cm^-3
Boltzmann excess in that density: 0.105 %
Lowest triangular-well level at u_s = 8: 21.1 meV
That level / kT: 0.545
Trap density (rough input): 1.0e+10 cm^-2 eV^-1
Trap capacitance q D_it: 1.602 nF/cm2
Trap capacitance / minimum C_s: 7.7 %
Signal frequency: 1 Hz; lifetime (rough): 1 ms
Angular frequency times lifetime: 0.0063
\end{verbatim}
